\section*{Why chained core polarization loops weaken the second-order correlation of alkalis}

\section{Screening of the Coulomb line by core polarization}

In second order, each core electron responds to the valence electron as if the rest of the core stood still. But the polarized core also acts on itself, and the direct Coulomb repulsion weakens its polarization. Chaining the polarization loops includes this back-action, together with a spurious repulsion of each electron by its own induced density, which only exchange diagrams remove. For the lowest valence state it reduces the attractive part of the direct shift in every multipole $k$, and the repulsive part wherever there is one. The Dzuba--Flambaum--Sushkov factor
\begin{equation}
f_k=\frac{\delta E_k^{\rm chained}}{\delta E_k^{(2)}}
\end{equation}
measures the net effect. In the model computed below it is about $0.6$ for $k=0,1$ and rises to $0.96$ at $k=4$; the direct shift summed over these multipoles falls by $31\%$. Enlarging the atom at fixed shape strengthens the effect.

\subsection{The second-order shift, multipole by multipole}

All electrons move in one local central field, with positive-energy Dirac orbitals (no-pair approximation). Core orbitals are $a,c$, excited ones $m,n$, and the valence state is $v$. The direct second-order shift is
\begin{equation}
\delta E_v=-\sum_{nam}\frac{|\langle nm|V|va\rangle|^2}{\varepsilon_n+\varepsilon_m-\varepsilon_v-\varepsilon_a}
+\sum_{cam}\frac{|\langle vm|V|ca\rangle|^2}{\varepsilon_v+\varepsilon_m-\varepsilon_c-\varepsilon_a}.
\end{equation}
In the first term the valence electron excites the core. The second is positive because the occupied state $v$ blocks core correlations that would have used it, and their negative energy is lost. Pauli-forbidden terms kept in these sums cancel against exchange diagrams, which are not treated here.

Expand $V=\sum_k Q_k\,C^k(1)\cdot C^k(2)$, with
\begin{equation}
Q_k(r,r')=\frac{e^2}{4\pi\varepsilon_0}\frac{r_<^k}{r_>^{k+1}} .
\end{equation}
Summing over the magnetic numbers of $a$ and $m$ gives $\langle a\|C^k\|m\rangle^2/(2k+1)$ and removes cross terms between different $k$ or different components $q$. The remaining sum over $q$ and the magnetic number of $n$ gives
\begin{equation}
u_n=\frac{\langle v\|C^k\|n\rangle^2}{2j_v+1}.
\end{equation}
Let $\rho_{ij}=G_iG_j+F_iF_j$ be the radial density built from large and small components. For each loop excitation $t=(a,m)$ define
\begin{align}
\Delta_t&=\varepsilon_m-\varepsilon_a, &
g_t&=\frac{|\langle a\|C^k\|m\rangle|}{\sqrt{2k+1}}\,\rho_{am},\\
\phi_n(r)&=\int Q_k(r,r')\rho_{vn}(r')\,dr', &
b_{nt}&=\int\phi_n g_t\,dr .
\end{align}
Then $\delta E_k^{(2)}=-A_k+B_k$, where
\begin{equation}
A_k=\sum_{nt}\frac{u_n b_{nt}^2}{D_n+\Delta_t},\qquad
B_k=\sum_{ct}\frac{u_c b_{ct}^2}{D_c+\Delta_t},
\end{equation}
with $D_n=\varepsilon_n-\varepsilon_v$ and $D_c=\varepsilon_v-\varepsilon_c$. If $v$ is the lowest state above the core, every $D$ is non-negative.

\subsection{Separating the core response}

Let $\omega$ denote an energy, $\hbar$ times the imaginary frequency. For $D,\Delta>0$, partial fractions and $\int_0^\infty d\omega/(D^2+\omega^2)=\pi/(2D)$ give
\begin{align}
\int_0^\infty\!\frac{d\omega}{(D^2+\omega^2)(\Delta^2+\omega^2)}
&=\frac{1}{\Delta^2-D^2}\,\frac{\pi}{2}\left(\frac1D-\frac1\Delta\right)\nonumber\\
&=\frac{\pi}{2D\Delta(D+\Delta)} .
\end{align}
The case $D=\Delta$ follows by continuity. Multiplication by $2D\Delta/\pi$ yields
\begin{equation}
\frac1{D+\Delta}=\frac1\pi\int_0^\infty d\omega\,
\frac{D}{D^2+\omega^2}\,\frac{2\Delta}{\Delta^2+\omega^2}.
\label{eq:split}
\end{equation}
As $D\to0$, the first fraction becomes a peak of area $\pi/2$ at $\omega=0$, and the right side tends to $1/\Delta$, as it must. This limit is needed when $v$ is its own intermediate state.

The last fraction belongs to the core alone. Define
\begin{equation}
P_k(r,r';\omega)=\sum_t g_t(r)\frac{2\Delta_t}{\Delta_t^2+\omega^2}g_t(r').
\end{equation}
Treating radial functions as vectors and kernels as matrices,
\begin{equation}
A_k=\sum_n\frac{u_n}{\pi}\int_0^\infty d\omega\,
\frac{D_n}{D_n^2+\omega^2}\,\phi_n^{T}P_k\phi_n ,
\label{eq:A}
\end{equation}
and $B_k$ has the same form with $c$ in place of $n$. All weights are non-negative.

\subsection{Why the chain reduces the response}

A potential energy $\phi$ induces the core density $-P\phi$; the minus sign says that electrons move to where their energy is lower. This density adds its own potential, so the total potential obeys
\begin{equation}
\phi_{\rm tot}=\phi-QP\phi_{\rm tot}
\quad\Longrightarrow\quad
\phi_{\rm tot}=(1+QP)^{-1}\phi .
\end{equation}
The induced density is therefore $-\chi\phi$, with
\begin{equation}
\chi=P(1+QP)^{-1}=P-PQP+PQPQP-\cdots .
\end{equation}
The first added loop has the opposite sign to $P$. To show that the full sum also reduces the response, set $\Lambda=Q^{1/2}PQ^{1/2}$. The square root exists because the electrostatic energy $\rho^TQ_k\rho$ of a multipole charge distribution is positive. From $(1+QP)Q^{1/2}=Q^{1/2}(1+\Lambda)$ it follows that
\begin{equation}
QPQ=Q^{1/2}\Lambda Q^{1/2},\qquad
Q\chi Q=Q^{1/2}\frac{\Lambda}{1+\Lambda}Q^{1/2}.
\end{equation}
Since $\phi^TP\phi=\sum_t(\phi^Tg_t)^2\,2\Delta_t/(\Delta_t^2+\omega^2)\ge0$, each eigenvalue $\lambda$ of $\Lambda$ is non-negative. Chaining replaces $\lambda$ by
\begin{equation}
\frac{\lambda}{1+\lambda}=\lambda-\frac{\lambda^2}{1+\lambda}\le\lambda .
\end{equation}
Equation~\eqref{eq:A} then gives $A_k'\le A_k$ and $B_k'\le B_k$, primes marking chained values. As $P$ decreases with $\omega$, the largest eigenvalue $\lambda_{\max}$ occurs at $\omega=0$, so there is also a lower bound:
\begin{equation}
\frac{A_k}{1+\lambda_{\max}}\le A_k'\le A_k ,
\label{eq:bound}
\end{equation}
and likewise for $B_k$. Without a hole term, $f_k=A_k'/A_k$ lies between $1/(1+\lambda_{\max})$ and $1$. With one, an attractive net shift that remains attractive shrinks if $A_k-A_k'>B_k-B_k'$. That is a numerical question, not a consequence of the inequalities.

The same result can be read as a rise of the core excitation energies. Let the rows of $\mathcal G$ be the $g_t$, let $\Delta$ be the diagonal matrix of gaps, and let $K=\mathcal GQ\mathcal G^T$ be the Coulomb coupling between loops. With $d=2\Delta/(\Delta^2+\omega^2)$,
\begin{align}
\chi&=\mathcal G^T(d^{-1}+K)^{-1}\mathcal G\nonumber\\
&=\mathcal G^T(2\Delta)^{1/2}
\left[\omega^2+\Delta^2+2\Delta^{1/2}K\Delta^{1/2}\right]^{-1}
(2\Delta)^{1/2}\mathcal G .
\end{align}
The squared excitation energies are thus the eigenvalues of $\Delta^2+2\Delta^{1/2}K\Delta^{1/2}$, and the positive matrix $K$ can only raise them. At large $\omega$ both $P$ and $\chi$ tend to $\mathcal G^T2\Delta\,\mathcal G/\omega^2$, so the total dipole strength is unchanged. The same strength at higher energy means a smaller polarizability.

\subsection{Why a large soft core screens strongly}

Enlarge an atom at fixed shape by $U(r)\to U(r/s)/s^2$. Without relativity, lengths scale as $s$, gaps as $s^{-2}$ and Coulomb elements as $s^{-1}$. Hence
\begin{equation}
\delta E^{(2)}\sim\frac{(s^{-1})^2}{s^{-2}}=1,\qquad
\lambda\sim\frac{s^{-1}}{s^{-2}}=s .
\end{equation}
The unscreened shift stays the same while the loops grow stronger. The outer $s^2p^6$ shell of a heavy alkali is large and has low excitation energies, which favours screening. Real cores also change shape from element to element, so this scaling does not prove a monotonic trend along the alkali column.

\subsection{How large: a model atom}

The model has an $s^2p^6$ core and one valence $s$ electron in
\begin{equation}
U(r)=-\frac{e^2}{4\pi\varepsilon_0}\frac{{\rm erf}(r/a)}{r}-U_0e^{-r^2/b^2},
\end{equation}
with $a=1\,a_0$, $b=1.5\,a_0$ and $U_0=3$ hartree. Inner shells are absorbed in $U$. The core $p$ levels lie at $-0.660$ hartree and the valence level at $-0.244$ hartree. The $p$ levels split by only $5\times10^{-5}$ hartree: the orbitals are four-component, but relativity is weak here. The model shows the mechanism and does not represent an element.

Shifts are in millihartree, and $\lambda_{\max}$ is the static value.
\begin{center}
\begin{tabular}{cccccc}
$k$ & $A_k\to A_k'$ & $B_k\to B_k'$ & $\delta E_k^{(2)}$ & $f_k$ & $\lambda_{\max}$\\
0 & $19.96\to11.94$ & $7.16\to4.54$ & $-12.80$ & 0.578 & 0.95\\
1 & $36.73\to20.85$ & $19.88\to10.87$ & $-16.86$ & 0.592 & 1.25\\
2 & $10.44\to9.02$ & 0 & $-10.44$ & 0.864 & 0.28\\
3 & $5.02\to4.44$ & 0 & $-5.02$ & 0.885 & 0.25\\
4 & $1.74\to1.67$ & 0 & $-1.74$ & 0.958 & 0.08
\end{tabular}
\end{center}

For the dipole, the attraction loses $36.73-20.85=15.88$ and the repulsion $19.88-10.87=9.01$. The net shift therefore weakens by $6.87$. The monopole weakens by $5.40$. Together they supply $12.27$ of the total reduction of $14.35$ millihartree, or $86\%$. Summed over $k=0$ to $4$, the shift changes from $-46.86$ to $-32.51$ millihartree, that is from $-1.275$ to $-0.885$ eV, a ratio of $0.694$. Higher multipoles are omitted; $k=5$ to $10$ would add about $-1.6$ millihartree, almost unscreened, and move the ratio to about $0.70$.

Two simple factors help to weaken the loops at high $k$. The kernel $Q_k\propto r_>^{-1}(r_</r_>)^k$ falls with $k$ at every $r\ne r'$, which weakens the coupling of transition densities that keep one sign. Monopole transition densities integrate to zero, so this argument does not cover them. The angular weight falls too: $\sum_q C_q^{k\dagger}C_q^k=1$ and closure give $\sum_{\kappa_m}\langle a\|C^k\|m\rangle^2=2j_a+1$, so the weights in $P_k$ add up to $(2j_a+1)/(2k+1)$ for each core orbital. These two factors are only part of the cause, because the gaps and transition densities also change with $k$: with the kernel and the angular factor both held at their $k=1$ forms, $\lambda_{\max}$ still falls from $0.96$ at $k=3$ to $0.50$ at $k=4$. Nor do they fix the order at low $k$: $\lambda_{\max}$ is larger for the dipole than for the monopole.

The core polarizability falls from $17.4$ to $9.1\,a_0^3$, while the dipole strength stays at $8.00$, the number of core electrons. The mean excitation energy, defined as the square root of strength over polarizability in atomic units, rises from $\sqrt{8.00/17.4}=0.68$ to $\sqrt{8.00/9.1}=0.94$ hartree.

Halving the atom leaves the second-order shift almost unchanged, at $-46.88$ millihartree (the small difference is relativistic), but moves the total ratio from $0.694$ to $0.803$. Halving the Coulomb strength inside the chain of the original atom also gives $0.803$, as the scaling argument requires. The half-size field has the tail of a doubly charged ion, so this comparison tests the scaling of the whole atom at fixed shape and does not describe a lighter neutral alkali.

As a test, the chained shifts were obtained both by diagonalizing the excitation matrix and by inverting $1+PQ$ on a radial grid. For each multipole they agree to within $10^{-4}$ of the summed second-order magnitude. Both use the same radial quadrature of $Q_k$, which has a kink at $r=r'$. Integrating it more accurately lowers the tabulated $A_k$, $B_k$ and their chained values by up to $0.01$ millihartree and the magnitudes of the sums by about $0.02$, while $f_k$, $\lambda_{\max}$ and the ratio $0.694$ keep the digits shown.

\subsection{What to do in a calculation}

\paragraph{Sum the whole chain.} One added loop gives $1-0.045=0.955$ at $k=4$, close to $f_4=0.958$. At $k=1$ it gives $1-0.817=0.183$ instead of $0.592$. There $\lambda_{\max}>1$, so the power series for $\chi$ diverges at low frequency, while the inverse remains finite.

\paragraph{Dress one line of the direct diagram.} The screened line is $W=(1+QP)^{-1}Q=Q^{1/2}(1+\Lambda)^{-1}Q^{1/2}$. One dressed line gives $WPQ=Q\chi Q$, with eigenvalue factor $\lambda/(1+\lambda)$. Dressing both gives $\lambda/(1+\lambda)^2$ and counts the screening twice.

\paragraph{Treat $f_k$ as an average.} For a single static mode, the direct diagram is reduced by $1/(1+\lambda)$. In the line $W$ only the component along that mode is reduced by this factor; the rest stays unscreened. Using $f_k$ for a whole Coulomb line in exchange diagrams is therefore an approximation even for one mode. Its accuracy is not tested here.

\paragraph{Check each valence state.} For the excited $p_{1/2}$ state, the factors for $k=1$ to $4$ are $0.527$, $0.890$, $0.905$ and $0.967$. The first is $11\%$ below that of the $s$ state; the others are within $4\%$. For $k=0$ the ratio is $-0.29$. The second-order net shift, repulsion minus attraction, is only $+0.035$ millihartree. The chain reduces the two parts by different amounts and reverses the sign of their difference. Such a ratio should not be transferred. Both chained parts should be computed anew for the state in question, because a small change in either can reverse the sign of their difference. For $k=1$ the valence $s$ state lies below $p_{1/2}$, so one $D_n$ is negative and the inequality for $A_k$ is not guaranteed by the argument above.

\paragraph{Add what the chain omits.} The attraction between an excited core electron and its hole lowers the excitation energies and so works against the reduction found here. Also absent are ladders and the exchange diagrams, including those that cancel the repulsion of an electron by its own induced density. The factors above therefore measure direct-loop screening in this model, not the complete correlation correction of a heavy alkali.

\section*{Numbers as computed}
\begin{verbatim}
Field: a = 1.0 a0, b = 1.5 a0, U0 = 3.0 hartree, box = 30.0 a0
Energy core s1/2: -1.81908 hartree
Energy core p1/2: -0.66020 hartree
Energy core p3/2: -0.66016 hartree
Energy valence s1/2: -0.24430 hartree
Energy excited p1/2: -0.09353 hartree
Energy lowest d3/2: -0.06039 hartree
Dipole strength, single loop / chained: 7.9993 / 7.9993
Core polarizability, single loop: 17.363 a0^3
Core polarizability, chained: 9.112 a0^3
Mean excitation sqrt(strength/polarizability), single loop: 0.6787 hartree
Mean excitation, chained: 0.9369 hartree
Shifts in millihartree: particle, hole; single loop then chained
k=0: -19.9632, 7.1588; -11.9404, 4.5356
k=1: -36.7336, 19.8778; -20.8467, 10.8658
k=2: -10.4390, 0.0000; -9.0167, 0.0000
k=3: -5.0170, 0.0000; -4.4397, 0.0000
k=4: -1.7412, 0.0000; -1.6675, 0.0000
Net shifts (millihartree), f_k, first added loop / second order, largest static QP eigenvalue
k=0: -12.8045 -> -7.4048; f=0.5783; first=-0.8056; QP=0.9478
k=1: -16.8557 -> -9.9809; f=0.5921; first=-0.8167; QP=1.2516
k=2: -10.4390 -> -9.0167; f=0.8638; first=-0.1640; QP=0.2800
k=3: -5.0170 -> -4.4397; f=0.8849; first=-0.1369; QP=0.2482
k=4: -1.7412 -> -1.6675; f=0.9577; first=-0.0450; QP=0.0843
Total second-order direct shift: -46.8575 millihartree = -1.2751 eV
Total chained direct shift: -32.5096 millihartree = -0.8846 eV
Total ratio chained / second order: 0.6938
Same ratio, coarser basis: 0.6938
Half-size atom, second-order shift: -46.8842 millihartree
Half-size atom, total ratio: 0.8030
Original atom at half loop strength, total ratio: 0.8031
Factors for the excited p1/2 valence state (dimensionless)
k=0: second order 0.0354 millihartree, f=-0.2888
k=1: second order -9.7282 millihartree, f=0.5271
k=2: second order -0.9491 millihartree, f=0.8904
k=3: second order -0.5199 millihartree, f=0.9045
k=4: second order -0.1701 millihartree, f=0.9674
\end{verbatim}
